Transport and quantum lifetimes of massive Dirac electrons with point scatterers

An electron in the conduction band of a gapped Dirac material is scattered by weak impurities. Two lifetimes describe the scattering. The quantum lifetime τ_q is the mean time an electron stays in its momentum state. The transport lifetime τ_tr governs the conductivity. The problem is to find how their ratio depends on the position of the Fermi level.

In one valley the Hamiltonian is

H = ħv(k_x σ_x + k_y σ_y) + Δσ_z, Δ > 0,

where σ_x, σ_y, σ_z are Pauli matrices acting on the two sublattice amplitudes, v is the velocity far above the gap, and 2Δ is the gap. Energies are measured from mid-gap. The scatterers sit at random, uncorrelated positions R_j with areal density n_i, and their potential is

U(r) = V₀ Σ_j δ(r − R_j) · 1.

The unit matrix makes the scatterers scalar: both sublattices feel the same potential. The delta function stands for a range short compared with 1/k but long compared with the lattice constant, so that an electron stays in its valley. V₀ is the strength of the total potential, after screening. Scattering is elastic and is treated to lowest Born order.

**(a) Find the conduction-band spinor and the probability factor F(χ) = |⟨u_k'|u_k⟩|² for scattering through an angle χ at fixed energy.**

Since the Pauli matrices anticommute, H² = ħ²v²k² + Δ², and the conduction band is

E = √(Δ² + ħ²v²k²).

Let φ be the direction of k, and define θ by

cosθ = Δ/E ≡ η, sinθ = ħvk/E.

Then H = E(sinθ cosφ σ_x + sinθ sinφ σ_y + cosθ σ_z). This is E times the spin component along the direction (θ, φ), whose eigenvector with eigenvalue +E is

u_k = (cos(θ/2), sin(θ/2)e^{iφ}).

Elastic scattering keeps θ and changes φ by χ. Hence, up to complex conjugation, which does not alter the modulus,

⟨u_k'|u_k⟩ = cos²(θ/2) + sin²(θ/2)e^{iχ}.

Its squared modulus is

F(χ) = cos⁴(θ/2) + sin⁴(θ/2) + 2cos²(θ/2) sin²(θ/2) cosχ.

Now insert cos²(θ/2) = (1+η)/2 and sin²(θ/2) = (1−η)/2. The first two terms give [(1+η)² + (1−η)²]/4 = (1+η²)/2, and the last has the coefficient 2(1+η)(1−η)/4 = (1−η²)/2. Therefore

F(χ) = (1+η²)/2 + [(1−η²)/2] cosχ.

Forward scattering has F(0) = 1 and backscattering has F(π) = η². In the other valley k_x changes sign in H, which replaces φ by π − φ. Every angle difference then changes sign, and F is even in χ, so the result is the same.

**(b) Find the quantum lifetime.**

In a sample of area A, a single scatterer has the matrix element (V₀/A)e^{i(k−k')·R_j}⟨u_k'|u_k⟩. When the squared sum over scatterers is averaged over random positions, the cross terms vanish for k' ≠ k, and n_iA equal terms remain. Fermi's golden rule gives the total out-rate

1/τ_q = (2π/ħ) Σ_k' n_iA (V₀²/A²) F δ(E_k' − E).

With Σ_k' = A∫d²k'/(2π)², the area cancels. The density of states per spin and valley follows from E dE = ħ²v²k dk:

ν = (k/2π)(dk/dE) = E/(2πħ²v²).

Let ⟨…⟩ be the average over χ from 0 to 2π. Then

1/τ_q = (2π/ħ) n_iV₀²ν ⟨F⟩ = (2π/ħ) n_iV₀²ν (1+η²)/2,

because ⟨cosχ⟩ = 0.

**(c) Find the transport lifetime from the Boltzmann equation, and the mobility.**

Let a weak electric field 𝓔 point along x. The force on an electron of charge −e is −e𝓔. Write the distribution as f₀(E) + δf, with f₀ the equilibrium function. To first order in the field, the steady state obeys

−(e𝓔/ħ) ∂f₀/∂k_x = −Σ_k' W_k'k (δf_k − δf_k'),

where W_k'k is the golden-rule rate from k to k'. It is symmetric in k and k', so the Pauli-blocking factors cancel between scattering out and scattering in. The group velocity at the Fermi level has the magnitude

v_F = (1/ħ)dE/dk = ħv²k/E,

so ∂f₀/∂k_x = ħv_F cosφ f₀', with f₀' = df₀/dE.

Try δf = a cosφ, with a depending on energy alone. The final state has the angle φ + χ, and

cos(φ+χ) = cosφ cosχ − sinφ sinχ.

The term with sinχ averages to zero because F is even. The collision term is therefore −a cosφ/τ_tr, with

1/τ_tr = (2π/ħ) n_iV₀²ν ⟨F(1−cosχ)⟩.

The trial form satisfies the equation when a = e𝓔v_Fτ_tr f₀'. Using ⟨cos²χ⟩ = 1/2,

⟨F(1−cosχ)⟩ = (1+η²)/2 − (1−η²)/4 = (1+3η²)/4.

This differs from the out-rate because electrons scattered into a state restore part of the current; a collision through a small angle hardly changes it.

For g spin and valley flavours at low temperature the current density is

j = −e g∫dE ν ⟨v_F cosφ δf⟩ = e²gν(v_F²τ_tr/2)𝓔,

since ∫f₀'dE = −1 and ⟨cos²φ⟩ = 1/2. The carrier density is n = gk²/(4π). Inserting ν and v_F gives

j/𝓔 = e² · gE/(2πħ²v²) · ħ²v⁴k²/(2E²) · τ_tr = ne²v²τ_tr/E.

The mobility is therefore

μ = eτ_tr v²/E.

The quantity E/v² takes the place of the mass. At the band edge it equals Δ/v², the effective mass of the parabolic band bottom.

**(d) Form the ratio. Show that it varies monotonically, find its limits, and interpret them.**

The common prefactor cancels:

τ_tr/τ_q = [(1+η²)/2] / [(1+3η²)/4] = 2(1+η²)/(1+3η²).

With x = η², the derivative is

d/dx [2(1+x)/(1+3x)] = 2[(1+3x) − 3(1+x)]/(1+3x)² = −4/(1+3x)² < 0.

As the Fermi level rises from the edge, η falls from 1 towards 0, so the ratio rises steadily. Its limits are

η → 1: τ_tr/τ_q → 2·2/4 = 1,
η → 0: τ_tr/τ_q → 2.

The course between them is clearest in the variable s = ħvk/Δ, for which η² = 1/(1+s²). Multiplying numerator and denominator by 1+s² gives

τ_tr/τ_q = 2(s²+2)/(s²+4) = 1 + s²/(s²+4).

The ratio is 3/2 at s = 2. With g = 4 one has k² = πn, and the same formula becomes

τ_tr/τ_q = 1 + n/(n+n*), n* = 4Δ²/(πħ²v²).

At the edge the spinor has one component, (1, 0), whatever the direction of k. The overlap is 1 for every angle, scattering is isotropic, and each collision on average erases the memory of direction. Without a mass the spinor turns with k, F = cos²(χ/2), and backscattering vanishes. In general

τ_tr/τ_q = 1/(1−c), c = ⟨F cosχ⟩/⟨F⟩,

where c is the mean cosine of the scattering angle. It rises from 0 to 1/2.

The scalar character matters. If the potential were proportional to σ_z, with opposite signs on the two sublattices, the overlap would be cos²(θ/2) − sin²(θ/2)e^{iχ}. The cosine term in F would change sign, and the ratio would be

[(1+η²)/2] / [(1+η²)/2 + (1−η²)/4] = 2(1+η²)/(3+η²).

This also equals 1 at the edge, but it falls to 2/3 in the massless limit, because such scatterers favour backscattering.

As a numerical test, the collision matrix was built from spinors found by diagonalizing H at 24 angles, and the Boltzmann equation was solved as a linear system. For 21 values of η from 0 to 1 the ratio agreed with the formula to within 10⁻⁹ in one valley, and the two lifetimes in the other valley matched these to within about one part in 10⁵.

**(e) Recover both lifetimes from the disorder-averaged Green function.**

The mean potential n_iV₀ shifts the energy zero. The next term is the retarded self-energy

Σ = n_iV₀² ∫d²k/(2π)² (E + i0 − H)⁻¹.

The conduction-band projector is P_k = ½(1 + H/E_k). The imaginary part comes from the states at energy E. On averaging over directions, the terms with k_x and k_y vanish:

Im Σ = −πn_iV₀²ν · ½(1 + ησ_z).

The real part shifts the energy and the mass; these small shifts are absorbed in E and Δ. Since ⟨u_k|σ_z|u_k⟩ = cosθ = η, the band state has

⟨u_k|Im Σ|u_k⟩ = −πn_iV₀²ν(1+η²)/2 = −ħ/(2τ_q).

The amplitude thus decays as e^{−t/(2τ_q)} and the probability as e^{−t/τ_q}, in agreement with (b).

For the conductivity, the velocity vertex must be dressed by a ladder of impurity lines:

Γ = v σ_x + n_iV₀² ∫d²k'/(2π)² G^R Γ G^A.

For weak disorder the leading part of G^R near the Fermi level is P_k/(E − E_k + iħ/(2τ_q)). Parts that involve the valence band lack one of the two nearby poles, and are smaller by a factor of order ħ/(τ_qE). Take the expectation value in u_k and write ⟨u_k|Γ|u_k⟩ = Λv_F cosφ. The energy integral is

∫dE' / [(E−E')² + (ħ/2τ_q)²] = 2πτ_q/ħ.

The equation for Λ becomes

Λ = 1 + (2π/ħ)n_iV₀²ντ_q ⟨F cosχ⟩Λ = 1 + cΛ,

where (b) was used in the last step. Hence Λ = 1/(1−c) = τ_tr/τ_q. The undressed bubble gives a conductivity with τ_q, and the ladder replaces τ_q by τ_tr.

This was tested by integrating the 2×2 Green functions, valence band included, at n_iV₀² = 0.002(ħv)², keeping only the retarded–advanced term of the Kubo formula; the retarded–retarded term would lower the ratios below by a further 2 to 4×10⁻⁴. The ratio of the conductivities with and without the ladder was 1.9994, 1.7161, 1.3075 and 1.0553 at η = 0, 0.3, 0.6 and 0.9. The formula gives 2.0000, 1.7165, 1.3077 and 1.0554.

**(f) Evaluate the result for graphene aligned on hexagonal boron nitride at 4.2 K. Take a half-gap of 20 meV, v = 10⁶ m/s and n = 10¹¹ cm⁻². Model the scatterers as discs of height 50 meV and radius R = 2 nm, at a density of 2×10¹² cm⁻².**

The gap and velocity are rough typical values; the discs are a model choice. At this density their areas add up to a quarter of the sample area, and their mean potential n_iV₀ = 12.6 meV is absorbed in the energy zero, from which E_F is measured below. With four flavours and n = 10⁻³ nm⁻²,

k_F = √(πn) = 0.05605 nm⁻¹,
ħvk_F = 0.6582 eV nm × 0.05605 nm⁻¹ = 36.89 meV,
E_F = √(20² + 36.89²) meV = 41.97 meV.

The Fermi level lies 21.97 meV above the band edge. Then η = 20/41.97 = 0.4766, η² = 0.2271, and

τ_tr/τ_q = 2 × 1.2271/1.6813 = 1.46.

The strength of a disc is its height times its area:

V₀ = 0.050 eV × π × (2 nm)² = 0.6283 eV nm².

With ν = 0.01542 eV⁻¹ nm⁻² and n_i = 0.02 nm⁻²,

2πn_iV₀²ν = 2π × 0.02 × 0.6283² × 0.01542 eV = 0.765 meV,
ħ/τ_q = 0.765 × 1.2271/2 meV = 0.469 meV,
ħ/τ_tr = 0.765 × 1.6813/4 meV = 0.3215 meV.

Dividing ħ = 0.6582 meV ps by the unrounded values of these widths gives τ_q = 1.40 ps and τ_tr = 2.05 ps. The mobility is

μ = 2.05×10⁻¹² s × (10⁶ m/s)² / 0.04197 V = 49 m²/Vs = 4.9×10⁵ cm²/Vs.

The Fermi velocity is 8.79×10⁵ m/s, so the transport path v_Fτ_tr is 1.8 μm. The channel must be much longer than this for a mobility to describe it.

The midpoint density is n* = 1.18×10¹¹ cm⁻², close to the chosen density. With the gap held fixed, a gate would sweep the ratio through most of the crossover. For point scatterers the formula gives:

n = 10¹⁰ cm⁻²: ratio 1.08
n = 3×10¹⁰ cm⁻²: ratio 1.20
n = 10¹¹ cm⁻²: ratio 1.46
n = 3×10¹¹ cm⁻²: ratio 1.72
n = 10¹² cm⁻²: ratio 1.89

At the highest of these densities the finite radius of the discs is no longer negligible, and raises the ratio by 3 to 4%. There k_F is also about 0.7 of the distance to the moiré zone boundary and the first miniband is about 40% filled. A moiré potential of about 20 meV, not included in the table, would lower the ratio to roughly 1.7; see (g).

A band like that of MoS₂ lies at the other end of the crossover. Take the rough values Δ = 0.85 eV, ħv = 0.35 eV nm and n = 5×10¹² cm⁻², with four equivalent flavours, which ignores the spin splitting. The Fermi level is then 11 meV above the edge, η = 0.987, and the ratio is 1.01. For scalar point scatterers at low temperature, such a channel behaves as an ordinary parabolic band.

**(g) Which assumptions limit the use of these numbers?**

Range and strength of the scatterers come first. Here k_FR = 0.11, and height × R/(ħv) = 0.15. Solving the Dirac equation for one disc by partial waves includes both the finite range and the higher Born orders. The ratio becomes 1.47 for a repulsive disc and 1.45 for an attractive one. The transport rate is 8% below the Born value for the repulsive disc and 8% above it for the attractive one. The mass also permits skew scattering, a preference for one side. Its rate is about 0.7% of the transport rate in magnitude, and its sign changes with that of the potential and from one valley to the other. In a test of the same solution on a disc of 0.1 meV and radius 0.1 nm, the total and transport rates agreed with (b) and (c) within 0.3%, at E = 1.05Δ, E_F and 10Δ.

Screening changes the ratio much more. If V₀ is taken as the bare strength, the electrons reduce it to V₀q/(q+q_s) at the momentum transfer q = 2k_F sin(χ/2). In the Thomas–Fermi estimate q_s = 4νe²/(2ε₀κ), which is 2.5k_F for a dielectric constant κ = 4. Small-angle scattering is then suppressed, the mean cosine becomes negative, and the ratio drops to 0.87. The result in (d) therefore applies when the total potential is point-like; a point-like bare potential is not enough.

In real devices charged impurities are often important. For charges in the plane the potential varies as 1/(q+q_s), which favours small angles, and the same estimate gives a ratio of 2.05 at κ = 4 (1.84 at κ = 2.5 and 2.33 at κ = 6). This exceeds 2 even though the band has a mass, so a measured ratio does not by itself determine η. Clean graphene on boron nitride has low-temperature mobilities of very roughly 10⁵ cm²/Vs or more. The model's 4.9×10⁵ cm²/Vs is thus that of a clean sample, but it reflects the chosen discs and is not a prediction.

Atomically sharp defects break a different assumption, since they also scatter between valleys. For a sharp-edged disc of radius 2 nm, the envelope of the squared form factor at the intervalley momentum is about 6×10⁻⁵ of its value at zero transfer. On the lattice several equivalent momenta contribute, which raises the weight to roughly 2×10⁻⁴. This channel is still negligible here, but the estimate does not carry over to a missing atom.

Close to the band edge the derivation needs E_F − Δ to be large compared with ħ/(2τ_q). In the example the broadening is 1.1% of that distance. As the Fermi level approaches the edge the condition fails, so the value 1 is the limit of the weak-scattering formula and does not describe a disordered band edge. Charge puddles smear the density as well: a spread of ±10¹⁰ cm⁻² moves the ratio between 1.43 and 1.48.

At 4.2 K, k_BT is 0.36 meV, and averaging both lifetimes over the thermal window, with the weight −f₀'νv_F² from the conductivity integral, leaves the ratio at 1.46. At 300 K, k_BT is 26 meV, more than the distance from the Fermi level to the edge. At fixed net charge the model then has 1.34×10¹¹ cm⁻² electrons and 0.34×10¹¹ cm⁻² holes, so a one-band description fails. The electron average alone gives 1.62. It is a weighted mean of the ratio over energy, and energies well above E_F, where the ratio is larger, now contribute. Phonons, left out here, add further scattering.

Trigonal warping is small at this density: it changes the term ħvk by up to 0.2% and the energy E by less. The moiré potential of the aligned layers is left out of H. For a period of roughly 14 nm the zone boundary lies at 4.6k_F, but this distance does not make the potential harmless, because it mixes moiré harmonics into the states and so changes the overlap factor. In a continuum estimate for point scatterers with the half-gap held at 20 meV, a moiré amplitude of 10 meV lowers the ratio from 1.46 to about 1.43, and one of about 20 meV lowers it to about 1.35. The numbers in (f) therefore describe the plain massive Dirac band with these parameters rather than the aligned heterostructure in full. The bias must also stay low. A field shifts the electron distribution by e𝓔τ_tr/ħ. This is 0.6% of k_F at 1 V/cm but more than half of k_F at 100 V/cm, where the linear response used in (c) fails. Heating can set in earlier: over one transport path along the field an electron gains 0.18 meV at 1 V/cm, half of k_BT at 4.2 K. Tunnelling across the gap needs much stronger fields. Its probability is about exp(−𝓔₀/𝓔), with 𝓔₀ = πΔ²/(eħv) = 0.019 MV/cm. At 1 V/cm the exponent is 1.9×10⁴ and tunnelling is absent for practical purposes. One volt across one micrometre is 0.01 MV/cm, where the exponent is about 2, and the single-band treatment no longer holds. The numerical output lists most of these estimates together with the values used in (f).

Numbers as computed

```
Boltzmann ratio at band edge, massless: 1.0000, 2.0000
ratio 3/2 at eta = 0.4472, hbar v k/Delta = 2.0000
eta 0.0: ladder/bubble 1.9994, formula 2.0000
eta 0.3: ladder/bubble 1.7161, formula 1.7165
eta 0.6: ladder/bubble 1.3075, formula 1.3077
eta 0.9: ladder/bubble 1.0553, formula 1.0554
EXAMPLE: graphene on hBN, rough typical values
half-gap 20.0 meV, velocity 1.00e+06 m/s
hbar v = 0.6582 eV nm, electron density 1.00e+11 cm^-2
disc height 50 meV, radius 2.0 nm
V0 = 0.6283 eV nm^2, scatterer density 2.0e+12 cm^-2
k_F = 0.05605 nm^-1, hbar v k_F = 36.89 meV
E_F from mid-gap 41.97 meV, above edge 21.97 meV
eta = 0.4766, eta^2 = 0.2271
density of states per flavour 0.01542 /(eV nm^2)
hbar/tau_q = 0.4693 meV, hbar/tau_tr = 0.3215 meV
tau_q = 1.403 ps, tau_tr = 2.047 ps
tau_tr/tau_q = 1.4597
Fermi velocity 8.791e+05 m/s, transport path 1.800 um
mobility 4.879e+05 cm^2/Vs
density at ratio 3/2: 1.176e+11 cm^-2
n 1e+10 cm^-2: E_F 23.15 meV, eta 0.8638, ratio 1.0784
n 3e+10 cm^-2: E_F 28.43 meV, eta 0.7035, ratio 1.2033
n 1e+11 cm^-2: E_F 41.97 meV, eta 0.4766, ratio 1.4597
n 3e+11 cm^-2: E_F 66.96 meV, eta 0.2987, ratio 1.7185
n 1e+12 cm^-2: E_F 118.37 meV, eta 0.1690, ratio 1.8948
MoS2-like, rough: half-gap 0.85 eV, hbar v 0.35 eV nm, n 5e12 cm^-2
  E_F above edge 11.24 meV, eta 0.9869, ratio 1.0066
NEGLECTED EFFECTS in the graphene example
exact repulsive disc: ratio 1.4749, transport rate/Born 0.9215, skew/transport 0.0065
exact attractive disc: ratio 1.4548, transport rate/Born 1.0830, skew/transport -0.0068
k_F R = 0.1121, height*R/(hbar v) = 0.1519
screening wave number (kappa 4) 0.1395 nm^-1 = 2.488 k_F
ratio if V0 is bare and then screened: 0.8739
ratio for in-plane charged impurities: 2.0520
valley-mixing weight, sharp disc edge: 6.4e-05
broadening hbar/(2 tau_q) over E_F-Delta: 0.01068
ratio at density -/+ 1e10 cm^-2 (puddles): 1.4336, 1.4834
kT at 4.2 K 0.362 meV, averaged ratio 1.4597
kT at 300 K 25.85 meV, electron-averaged ratio 1.6211
300 K electrons 1.343e+11, holes 3.429e+10 cm^-2
trigonal warping of the energy 0.00199 (relative)
moire zone boundary (period 14 nm) 0.2591 nm^-1 = 4.62 k_F
interband tunnelling field scale 0.0191 MV/cm; exponent at 1e-6 MV/cm: 1.91e+04
```
